# Higher covariant derivatives do not regulate closed fermion loops

Suppose that the electron action is given extra derivatives to make quantum electrodynamics finite, and the vacuum polarization is then computed. If the derivatives are covariant, the answer still depends on the momentum at which the integral is stopped. With two extra derivatives in the form of the squared Dirac operator, this dependence is three times stronger than before. If they are ordinary derivatives and the photon vertex is left alone, the integral converges, but the photon acquires a squared mass proportional to the square of the regulator scale. In neither case has a gauge-invariant regulator been found.

## The belief and its appeal

The belief is that enough covariant derivatives in the action make every diagram converge. It has a sound basis: derivatives in the kinetic term make propagators fall faster, and covariant derivatives respect gauge symmetry. For the photon the idea works well, as shown below. The question is what happens to a closed electron loop.

I use Euclidean space with $x_4=ct$ and Hermitian matrices obeying $\{\gamma_\mu,\gamma_\nu\}=2\delta_{\mu\nu}$. Momenta are wavenumbers, $\kappa=mc/\hbar$, and in Gaussian units

$$a_\mu=\frac{eA_\mu}{\hbar c},\qquad \alpha=\frac{e^2}{\hbar c},\qquad D_\mu=\partial_\mu+ia_\mu .$$

The photon action divided by $\hbar$ is $\int d^4x\,f^2/(16\pi\alpha)$, where $f_{\mu\nu}=\partial_\mu a_\nu-\partial_\nu a_\mu$. The electron action is $\bar\psi K\psi$ with

$$K=(\not D+\kappa)\left(1-\frac{\not D^2}{\Lambda^2}\right)^n,\qquad n\ge1 .$$

On a plane wave $e^{ipx}$ without a field, $\not D\to i\not p$ and $\not D^2\to-p^2$. The second factor becomes $(1+p^2/\Lambda^2)^n$, so the propagator falls as $p^{-(2n+1)}$.

Now take the photon vertex to be the usual $\gamma_\mu$. A loop with two photon legs has four powers of momentum from the measure and two propagators. Its superficial degree is $4-2(2n+1)=2-4n$, which is negative. This is the tempting argument.

## What the bare vertex costs

The argument describes the kernel $(\not\partial+\kappa)(1-\partial^2/\Lambda^2)^n+i\not a$. It is not gauge covariant, because its higher derivatives are ordinary ones. The damage shows in a constant field, which is a pure gauge locally and should cost no action.

Integrating out the electron gives $-\ln\det$ of the kernel. With free propagator $S$ and $V=i\not a$, the second-order term is $+\tfrac12\mathrm{Tr}(SVSV)=-\tfrac12\mathrm{Tr}(S\not aS\not a)$. By rotational symmetry its density is $\tfrac12Ba^2$, with

$$B=-\frac14\int\frac{d^4p}{(2\pi)^4}\,\mathrm{tr}[S\gamma_\mu S\gamma_\mu].$$

For $n=1$, $S=(-i\not p+\kappa)/[(p^2+\kappa^2)(1+p^2/\Lambda^2)]$. Since $\gamma_\mu\not p\gamma_\mu=-2\not p$, the numerator trace is $8p^2+16\kappa^2$. With $t=p^2$ the measure is $t\,dt/(16\pi^2)$, and

$$B=-\frac1{16\pi^2}\int_0^\infty dt\,\frac{2t^2+4\kappa^2t}{(t+\kappa^2)^2(1+t/\Lambda^2)^2}.$$

The numerator equals $2(t+\kappa^2)^2-2\kappa^4$. The first part integrates to $2\Lambda^2$. For $\kappa\ll\Lambda$ the second is approximately $-2\kappa^4\int_0^\infty dt/(t+\kappa^2)^2=-2\kappa^2$. Hence

$$B\simeq-\frac{\Lambda^2-\kappa^2}{8\pi^2}.$$

The photon action has quadratic form $\tfrac12a(q^2/4\pi\alpha)a$ on transverse fields, so $B$ acts as a squared photon mass

$$\mu^2=4\pi\alpha B\simeq-\frac{\alpha(\Lambda^2-\kappa^2)}{2\pi}.$$

For $\Lambda=20\kappa$ the formula gives $B=-399\kappa^2/(8\pi^2)=-5.0534\kappa^2$; the integrated diagram gives $-5.0537\kappa^2$. Thus $\mu^2=-0.463\kappa^2$. The negative sign makes the quadratic action unstable at $q=0$. The loop is finite, but it belongs to a theory without the symmetry that the regulator was meant to keep.

## The vertices that covariance demands

Write $K=\sum_s c_s\not D^s$. A photon of polarization $\varepsilon$ inserts $E=i\not\varepsilon$ anywhere in a string of $\not D$ factors. Let $X=i\not p$ and $Y=i\not p'$ for the momenta on its two sides. The one-photon vertex, and the two-photon vertex that starts and ends at $p$ with $p'$ between, are

$$V_1=\sum_s c_s\sum_{j=0}^{s-1}X^jEY^{s-1-j},$$
$$V_2=\sum_s c_s\sum_{a+b+c=s-2}X^aEY^bEX^c .$$

Each insertion replaces one momentum factor. A vertex with $k_v$ photons therefore grows as $p^{2n+1-k_v}$. A closed fermion loop has as many propagators as vertices, so with $k=\sum_vk_v$ legs its superficial degree is

$$4+\sum_v\big[(2n+1-k_v)-(2n+1)\big]=4-k .$$

The number $n$ has dropped out. Whatever the propagators gain, the vertices return.

## Equal signs prevent a cancellation

Power counting gives an upper estimate, and the large terms might still cancel. For a kernel built from powers of $\not D$, a factorization shows that they do not.

Take $a_\mu=\varepsilon_\mu(\xi e^{iqx}+\xi^*e^{-iqx})$ with $\varepsilon^2=1$, and keep the two electron states $p$ and $p'=p+q$. In this space $\not D$ is an $8\times8$ matrix,

$$\mathcal D=\begin{pmatrix}X&\xi^*E\\ \xi E&Y\end{pmatrix}.$$

Let $L_K$ be the coefficient of $|\xi|^2$ in $\ln\det K(\mathcal D)$. From $\ln\det(1+S\,\delta K)=\mathrm{tr}(S\,\delta K)-\tfrac12\mathrm{tr}(S\,\delta K)^2+\dots$ one finds

$$L_K=\mathrm{tr}[SV_2]+\mathrm{tr}[S'V_2']-\mathrm{tr}[SV_1S'V_1'].$$

Primes on $S$ and $V$ mean that $p$ and $p'$ are interchanged. The half disappears because the two photons can be ordered in two ways. This is the integrand of the full vacuum polarization: two seagull terms and the bubble. In the full theory $p$ also couples to $p-q$, but that seagull is the second term above after a shift of the loop momentum.

For finite matrices the determinant of a product is the product of determinants. Because $1-\mathcal D^2/\Lambda^2=(\Lambda+\mathcal D)(\Lambda-\mathcal D)/\Lambda^2$,

$$L_K=L_\kappa+nL_\Lambda+nL_{-\Lambda},$$

where $L_M$ belongs to the ordinary kernel $\not D+M$. That kernel has no seagull, and

$$L_M=\mathrm{tr}[S\not\varepsilon S'\not\varepsilon]
=\frac{4[M^2+p\cdot p'-2(\varepsilon\cdot p)(\varepsilon\cdot p')]}{(p^2+M^2)(p'^2+M^2)} .$$

It depends on $M^2$ alone, so $L_{-\Lambda}=L_\Lambda$ and

$$L_K=L_\kappa+2nL_\Lambda .$$

The derivatives have added $2n$ heavy loops with the same sign as the original. A regulator would need the opposite sign. Built from the explicit vertices at random momenta, the two sides agree to a relative $2\times10^{-14}$ for $n=1,2,3$.

The same argument covers any $K$ that is a polynomial in $\not D$ of degree $N$: factor it into $N$ terms $\not D+m_i$, with complex $m_i$ if necessary. At momenta far above all $|m_i|$ it behaves as $N$ ordinary electrons.

## The size of the logarithm

Define the loop action to second order as

$$\Gamma=\frac12\int\frac{d^4q}{(2\pi)^4}\,a_\mu(-q)P_{\mu\nu}(q)a_\nu(q).$$

Gauge invariance requires $P_{\mu\nu}=(q^2\delta_{\mu\nu}-q_\mu q_\nu)P$, which is $\tfrac14f^2P$ in the action. The photon action is $\tfrac14f^2/(4\pi\alpha)$, so the loop adds $4\pi P$ to $1/\alpha$. For the plane wave above, $\Gamma$ per volume is $|\xi|^2P_{\varepsilon\varepsilon}$. Since $\Gamma=-\ln\det K$, this means $P_{\varepsilon\varepsilon}=-\int d^4p\,L_K/(2\pi)^4$.

Place the electron momenta at $k\mp q/2$ and take $\varepsilon\perp q$. For $k$ far above $M$, the $q^2$ term of $L_M$ follows from $p\cdot p'=k^2-q^2/4$ and

$$\frac1{p^2p'^2}=\frac1{k^4}\left[1-\frac{q^2}{2k^2}+\frac{(\hat k\cdot q)^2}{k^2}+\dots\right].$$

With $u=\varepsilon\cdot\hat k$ and $v=\hat q\cdot\hat k$ it is

$$\frac{4q^2}{k^4}\left[-\frac14+(1-2u^2)\left(-\frac12+v^2\right)\right].$$

In four dimensions $\langle u^2\rangle=\langle v^2\rangle=\tfrac14$ and $\langle u^2v^2\rangle=\tfrac1{24}$. The product averages to $-\tfrac12+\tfrac14+\tfrac14-\tfrac1{12}=-\tfrac1{12}$, and the bracket to $-\tfrac13$. The measure is $k^4\,d\ln k/(8\pi^2)$. One ordinary loop thus gives $dP/d\ln k=1/(6\pi^2)$, and the factorized loop gives

$$\frac{dP}{d\ln k}=\frac{1+2n}{6\pi^2}.$$

Shifting the loop momentum cannot alter this slope. A shift changes the relevant term by $\partial_\mu F_\mu$ with $F$ homogeneous of degree $-3$. The flux of $F$ through a sphere of radius $R$ scales as $R^3R^{-3}$, so it is the same for every sphere, and a shell between two spheres receives nothing.

The diagrams give slopes of 1, 3, 5 and 7 times the ordinary one for $n=0,1,2,3$. For $n=1$ the bubble supplies all 3. The reason is that $V_2$ is then at most linear in momentum. After a shift that puts $p$ in the propagator, the seagull has no $q^2$ term. For $n=2$ the parts are $11-6=5$, and for $n=3$ they are $33-26=7$. The seagull does reduce the bubble there, but not to zero.

The factor $1+2n$ belongs to powers of $\not D$, not to every covariant choice. Take $(1-D_\mu D_\mu/\Lambda^2)^n$ as the second factor instead. It has no spin coupling to the field, and each power contributes four scalar determinants, one per spinor component. At large $k$ one of them has $L=1/p^2+1/p'^2-4(\varepsilon\cdot k)^2/(p^2p'^2)$. The $q^2$ terms of $1/p^2+1/p'^2$ average to zero, and the last term gives $-4\langle u^2(-\tfrac12+v^2)\rangle\,q^2/k^4=+q^2/(3k^4)$, which is $-\tfrac14$ of the value $-4q^2/(3k^4)$ for the ordinary loop. The slope is then $1-n$ times the ordinary one and vanishes for $n=1$. The integral still does not converge: at $q=0$ the four scalar determinants add $4/k^2$ to the $2/k^2$ of the ordinary loop, with the same sign. The regulator conditions derived below are those for the $\not D^2$ kernel.

## Where photon derivatives succeed

The photon action can be changed to $f(1-\partial^2/\Lambda^2)^rf$, with matching damping in the gauge-fixing term. The field $f$ is neutral, so ordinary derivatives are already gauge invariant and no vertex is added. The photon propagator falls as $q^{-2-2r}$.

Keep the ordinary electron action. Let a graph have $L$ loops, $V$ vertices, $I_f$ and $I_\gamma$ internal lines, and $E_f$ and $E_\gamma$ external ones. Counting line ends at the vertices gives $I_f=V-E_f/2$ and $V=2I_\gamma+E_\gamma$. Then $L=I_f+I_\gamma-V+1$ gives $I_\gamma=L-1+E_f/2$. The degree is

$$\omega=4L-I_f-(2+2r)I_\gamma=4-2r(L-1)-E_\gamma-E_f\left(\tfrac32+r\right).$$

For $r\ge2$, a graph with external legs has $\omega<0$ if $L\ge2$ or $E_f\ge2$. What remains is $L=1$, $E_f=0$: the closed electron loop, which contains no photon propagator to improve. Vacuum graphs without legs are field-independent constants and are dropped.

Could fermion derivatives take over the electron self-energy instead? Its bubble and seagull kernels each grow as $k^{2n-1}$ with photon momentum $k$, but here the large terms do cancel. For $n=1$, partial fractions in a background field give

$$K^{-1}=\sum_i\frac{r_i}{\not D+m_i},\qquad m_i=\kappa,\ \Lambda,\ -\Lambda .$$

At second order in $a$ the left side is $S(V_1S'V_1'-V_2)S$. The right side is $\sum_ir_iS_iES_i'ES_i$, where only $S_i'$ carries $k$ and falls as $1/k$. The outer factors $S$ do not depend on $k$, so the complete kernel also falls as $1/k$. For $n=2$ the repeated masses can be treated as a limit of distinct ones. The computed growth exponents for $n=0,1,2$ are close to $-1,1,3$ for the bubble alone and to $-1$ in each case for the sum. With the photon propagator the degree is $4-1-(2+2r)=1-2r$. The photon derivatives do the work in this graph too.

## The determinants that complete the scheme

Slavnov's scheme therefore supplements the higher derivatives with Pauli-Villars factors. Multiply the functional integral by $\prod_j\det(\not D+M_j)^{-c_j}$. A positive integer $c_j$ stands for $c_j$ commuting spinor fields, whose loops have the opposite sign. Each factor is gauge invariant and contains the full field $a$, so it supplies a counterpart to an electron loop with any number of legs, also inside a larger graph.

The integrand of the polarization is now $\sum_iw_iL_{M_i}$, with weights $+c_j$ for the regulators, $-1$ for $\kappa$ and $-2n$ for $\Lambda$. At large momentum each factor $M^2$ costs two powers. The $k^{-2}$ and $k^{-4}$ terms cancel if $\sum_iw_i=0$ and $\sum_iw_iM_i^2=0$, that is,

$$\sum_jc_j=1+2n,\qquad \sum_jc_jM_j^2=\kappa^2+2n\Lambda^2 .$$

The remainder falls as $k^{-6}$. The terms must be combined in this common routing before integration; the total may then be shifted freely.

Use $1/(AB)=\int_0^1dx\,[xB+(1-x)A]^{-2}$ and set $p=l-xq$, $p'=l+(1-x)q$. With $y=x(1-x)$ and $\Delta=M^2+yq^2$, the denominator is $(l^2+\Delta)^2$. For transverse $\varepsilon$ the averaged numerator is

$$4\left[M^2+\tfrac12l^2-yq^2\right]=4\left[\Delta+\tfrac12l^2-2yq^2\right].$$

Let $t=l^2$, with measure $t\,dt/(16\pi^2)$. The first two terms form a derivative,

$$\frac{t(\Delta+t/2)}{(t+\Delta)^2}=\frac12\frac{d}{dt}\frac{t^2}{t+\Delta}.$$

At an upper limit $T$ the boundary value is $\tfrac12(T-\Delta)+O(1/T)$, and the two conditions remove it from the weighted sum. The last term leaves

$$-\frac{yq^2}{2\pi^2}\sum_iw_i\int_0^T\frac{t\,dt}{(t+\Delta_i)^2}\;\to\;\frac{yq^2}{2\pi^2}\sum_iw_i\ln\Delta_i ,$$

because the mass-independent parts cancel. Dividing by $q^2$,

$$P(q)=\frac1{2\pi^2}\int_0^1dx\,x(1-x)\sum_iw_i\ln\left[M_i^2+x(1-x)q^2\right].$$

For $\varepsilon$ along $q$, the product $-2(\varepsilon\cdot p)(\varepsilon\cdot p')$ adds $+2yq^2$ to the bracket. The last term disappears and the derivative integrates to zero. The polarization is transverse, as gauge invariance requires.

## A loop with numbers

Take the round values $n=1$ and $\Lambda=20\kappa$, and three determinants of equal mass. The conditions give $M^2=(1+2\cdot400)\kappa^2/3=267\kappa^2$, or $M=16.34\kappa$. At $q=0$ the integral over $x(1-x)$ is $\tfrac16$, so

$$P(0)=\frac{3\ln267-2\ln400}{12\pi^2}=0.04035,$$

and $1/\alpha$ shifts by $4\pi P(0)=0.507$. Relative to the low-energy $1/\alpha$ this is 0.37 percent. The positive sign is screening: the bare coupling is stronger than the one seen at long distance. With one determinant instead of three, a logarithmic slope of twice the ordinary one would remain, and no finite shift could be quoted.

The four-dimensional integral of the diagrams, with all vertices included, gives $P=0.038829$ at $q=\kappa$ and $0.035496$ at $q=2\kappa$. The parameter integral agrees to all digits shown. The longitudinal part divided by $q^2$ is below $4\times10^{-6}$ of $P$ at both momenta.

The constant $P(0)$ depends on the regulator and is absorbed in the measured charge. The difference $P(q)-P(0)$ must lose this dependence. For $q\ll M,\Lambda$, expand the heavy logarithms and use $\int_0^1x^2(1-x)^2dx=\tfrac1{30}$. The leading error is

$$\delta P=\frac{q^2}{60\pi^2}\left(\sum_j\frac{c_j}{M_j^2}-\frac{2n}{\Lambda^2}\right).$$

At $q=2\kappa$ and $\Lambda=20\kappa$ this is $(4/60\pi^2)(3/267-2/400)=4.21\times10^{-5}$, against a computed $4.20\times10^{-5}$. The limit itself is $-0.0048954$, so the error is 0.9 percent of it. Doubling $\Lambda$ twice reduces the error to $1.05\times10^{-5}$ and $2.6\times10^{-6}$, a factor of four each time. In the limit $1/\alpha$ falls by 0.0615 between $q=0$ and $q=2\kappa$: the interaction strengthens as the screening is penetrated. The limit requires $M$ to grow with $\Lambda$, since a regulator left at finite mass would remain in the answer.

The ordinary action, $n=0$, shows how little the fermion derivatives contributed. Its conditions are $\sum_jc_j=1$ and $\sum_jc_jM_j^2=\kappa^2$. One determinant would need $M=\kappa$ and would cancel the electron loop altogether. The choice $c=(2,-1)$ with $M_2^2=2M_1^2-\kappa^2$ works for large masses, and for $M_1\gg\kappa$

$$P(0)=\frac1{12\pi^2}\ln\frac{M_1^4}{M_2^2\kappa^2}\simeq\frac1{12\pi^2}\ln\frac{M_1^2}{2\kappa^2}.$$

For $n=1$ and $\Lambda\gg\kappa$, $M^2/\Lambda^2$ tends to $\tfrac23$, and

$$P(0)\simeq\frac1{12\pi^2}\left[\ln\frac{M^2}{\kappa^2}+2\ln\frac23\right].$$

Both contain the same single growing logarithm and differ in a constant that charge renormalization removes. Two of the three determinants in the second case serve to cancel the heavy loops that the fermion derivatives introduced. The numerical output below lists the values computed from the diagrams and those of the $n=1$ scheme.

## Numbers as computed

```
Wavenumbers are in units of kappa = m c/hbar
Lambda = 20.0 kappa; regulator mass M = 16.3401 kappa
M^2 = 267.0000 kappa^2; alpha = 0.00729735 (dimensionless)
largest relative factorization error, n=1..3: 2.0e-14
Logarithmic slope / ordinary QED slope (dimensionless):
  n=0: bubble 1.000, seagull 0.000, sum 1.000
  n=1: bubble 3.000, seagull 0.000, sum 3.000
  n=2: bubble 11.000, seagull -6.000, sum 5.000
  n=3: bubble 33.000, seagull -26.001, sum 7.000
slope left for n=1 with one regulator determinant: 2.000
slope left for n=1 with three determinants: 0.000
Regulated loop, n=1, three determinants (P dimensionless):
  q=1.0 kappa: P from diagrams 0.038829, from formula 0.038829
    longitudinal part / q^2: -1.2e-07
  q=2.0 kappa: P from diagrams 0.035496, from formula 0.035496
    longitudinal part / q^2: -3.6e-08
P(0) = 0.040350; shift of 1/alpha at q=0: 0.50705
relative shift alpha*4*pi*P(0) = 0.003700
Bare-vertex loop, n=1, q=0:
  mass term from diagram -5.05368 kappa^2
  mass term from formula -5.05339 kappa^2
  photon mass squared -0.46343 kappa^2
Self-energy kernel, growth exponent in k:
  n=0: bubble alone -1.001, bubble with seagull -1.001
  n=1: bubble alone 0.998, bubble with seagull -1.001
  n=2: bubble alone 2.999, bubble with seagull -1.001
Renormalized P(q)-P(0) at q=2.0 kappa (dimensionless):
  Lambda=20 kappa: -0.0048533, minus limit 4.204e-05
  Lambda=40 kappa: -0.0048848, minus limit 1.054e-05
  Lambda=80 kappa: -0.0048927, minus limit 2.638e-06
  limit without regulators: -0.0048954
  limit as change of 1/alpha: -0.06152
```
